# Two derivations of the pseudo-two-dimensional drain field in a saturated transistor

## The drop beyond the saturation point

An n-channel transistor is biased so strongly that its electrons reach their saturated drift velocity before they reach the drain. Up to that point the gate controls the channel charge and the potential rises gently. The rest of the drain voltage falls over a short stretch next to the drain, where the lateral field heats the carriers. How large does this field become, and over what length does it grow?

Let $y$ run along the channel from the saturation point to the drain, and let $x$ run into the semiconductor from its interface with the oxide. The oxide fills $-t_{ox}<x<0$, with the gate at $x=-t_{ox}$. Current flows within a depth $x_j$, set by the drain junction. The permittivities are $\epsilon_s$ and $\epsilon_{ox}$, and $C_{ox}=\epsilon_{ox}/t_{ox}$.

The channel potential $V(y)$ is the electrostatic potential at the interface, measured from its value at the source. The effective gate potential $U_G$ is measured from the same zero and includes the flat-band shift. The electric field points towards the source, so its $y$ component is $-E$, with $E=dV/dy>0$. At $y=0$ we have $V=V_{Dsat}$ and $E=E_c$; at the drain, $V=V_D$. The excess potential is $w=V-V_{Dsat}$.

## First derivation: a charge balance

Take a slice of the semiconductor between $y$ and $y+dy$, reaching from the interface to depth $x_j$. Assume that the lateral field is uniform over this depth, that the oxide field is vertical, and that no flux crosses the bottom. Per unit width, the outward electric flux has three parts:

- through the face at $y$, whose normal points to $-y$: $+\epsilon_s x_jE(y)$;
- through the face at $y+dy$: $-\epsilon_s x_jE(y+dy)$;
- through the top, whose normal points to $-x$: $-C_{ox}(U_G-V)\,dy$, because the oxide field $(U_G-V)/t_{ox}$ is counted positive towards $+x$.

The enclosed charge is $-(Q_B+Q_m)\,dy$. Here $Q_B=qN_Ax_j$ is the magnitude of the acceptor charge in the depleted box, and $Q_m$ that of the mobile charge, both per unit area. Gauss's law, divided by $-dy$, gives

$$\epsilon_s x_j\frac{dE}{dy}=Q_B+Q_m-C_{ox}(U_G-V).\qquad(1)$$

A positive right side means more negative charge than the gate can balance. The remaining field lines must then come from the drain.

### What velocity saturation does

Without carrier generation, and with diffusion neglected, the current per unit width $Q_mv$ does not depend on $y$. Once $v$ is constant, $Q_m$ is constant too. Let $Q_{m0}$ be its value at $y=0$. There we match to the gradual channel, in which the gate balances the whole charge:

$$0=Q_B+Q_{m0}-C_{ox}(U_G-V_{Dsat}).\qquad(2)$$

Subtracting (2) from (1) removes both charges and the gate potential:

$$\epsilon_s x_j\frac{dE}{dy}=C_{ox}(V-V_{Dsat})=C_{ox}w .$$

Since $E=w'$, division by $\epsilon_sx_j$ gives

$$w''=\frac{w}{l^2},\qquad l^2=\frac{\epsilon_s x_j}{C_{ox}}=\frac{\epsilon_s}{\epsilon_{ox}}\,t_{ox}x_j.\qquad(3)$$

A constant flux through the bottom would add the same term to (1) and (2), and would cancel as well.

The role of saturation shows when it is removed. If $v$ stayed proportional to $E$, continuity would require $Q_m=Q_{m0}E_c/E$. With $D=Q_{m0}/C_{ox}$, the same subtraction would give

$$l^2E'=w-D\left(1-\frac{E_c}{E}\right).\qquad(4)$$

A rising field now thins out the mobile charge, and this opposes further growth. At $y=0$ the right side vanishes, and differentiating (4) there gives $l^2E''=E_c>0$, so $E'$ becomes positive. It cannot return to zero, because wherever $E'=0$ the derivative of (4) gives $l^2E''=E>0$. Hence $w>D(1-E_c/E)$, or $E(1-w/D)<E_c$ while $w<D$. Integrating from $y=0$, with $E=w'$, gives $w-w^2/2D<E_cy$. Completing the square turns this into $(1-w/D)^2>1-2E_cy/D$, and therefore

$$\frac{E}{E_c}<\left(1-\frac{2E_cy}{D}\right)^{-1/2},\qquad y<\frac{D}{2E_c}.\qquad(5)$$

### The field and the length of the region

The general solution of (3) is $w=A\cosh(y/l)+B\sinh(y/l)$. The condition $w(0)=0$ gives $A=0$, and $w'(0)=E_c$ gives $B=lE_c$. Therefore

$$w=lE_c\sinh\frac yl,\qquad E=E_c\cosh\frac yl.\qquad(6)$$

Written as $E=\tfrac12E_ce^{y/l}(1+e^{-2y/l})$, the field is seen to grow exponentially with length $l$ when $y\gg l$. Nearer the saturation point it grows more slowly. The local growth length is $E/E'=l\coth(y/l)$, which diverges at $y=0$, where the field starts with zero slope.

Because $\cosh^2z-\sinh^2z=1$, equation (6) gives $E^2-w^2/l^2=E_c^2$. At the drain,

$$E_m=\sqrt{E_c^2+\left(\frac{V_D-V_{Dsat}}{l}\right)^2}.\qquad(7)$$

Because $\cosh z+\sinh z=e^z$, it also gives $E+w/l=E_ce^{y/l}$. Setting $y=\Delta L$ at the drain and taking the logarithm,

$$\Delta L=l\ln\frac{E_m+(V_D-V_{Dsat})/l}{E_c}.\qquad(8)$$

For a small excess, $V_D-V_{Dsat}\ll lE_c$, these reduce to $E_m\approx E_c$ and $\Delta L\approx(V_D-V_{Dsat})/E_c$: the field has no room to grow. For a large excess, $E_m\approx(V_D-V_{Dsat})/l$, and doubling the excess lengthens the region by about $l\ln2$.

### Numbers

Take round model parameters: relative permittivities 12 and 4, $t_{ox}=10$ nm, $x_j=30$ nm, $E_c=4$ MV/m, $V_{Dsat}=1$ V and $V_D=3$ V. Then

$$l=\sqrt{3\times10\times30}\ \text{nm}=30\ \text{nm}.$$

The excess of 2 V gives $2\ \text{V}/30\ \text{nm}=66.7$ MV/m, so

$$E_m=\sqrt{4^2+66.7^2}\ \text{MV/m}=66.8\ \text{MV/m}=0.668\ \text{MV/cm},$$

$$\Delta L=30\ln\frac{66.8+66.7}{4}\ \text{nm}=105\ \text{nm}.$$

Direct numerical integration of (1) up to the drain potential reproduces both values. The mean field over the region is $2\ \text{V}/105\ \text{nm}=19$ MV/m, less than a third of the peak. Since $w$ is nearly exponential towards the end, about half of the 2 V falls in the last $l\ln2\approx21$ nm.

At $y=2l=60$ nm the field has reached $3.76E_c$. For unsaturated velocity we need $D$. With $U_G=2.2$ V and $N_A=10^{23}$ m$^{-3}$, the mobile charge is 3.77 mC/m² and $C_{ox}=3.54$ mF/m², so $D=1.06$ V. The bound (5) at 60 nm is then 1.35, and integration gives $E=1.30E_c$. Constant mobile charge thus lets the rapid growth begin earlier. It is not the only way to reach it: once $w$ exceeds $D$, the right side of (4) stays positive however far the mobile charge is thinned out, and the field then grows rapidly without saturation too.

### An imperfect match at the saturation point

Equation (2) neglects the slope of the lateral field at $y=0$. Suppose instead that an excess charge $\delta Q$ is left unbalanced there, and write $s=\delta Q/(\epsilon_sx_j)$. Then $w''=w/l^2+s$. A particular solution is $-sl^2$, and the same two starting conditions give

$$w=lE_c\sinh\frac yl+sl^2\left(\cosh\frac yl-1\right),$$

$$E=E_c\cosh\frac yl+sl\sinh\frac yl.$$

The growth length is unchanged. Multiplying $w''=w/l^2+s$ by $2w'$ and integrating from $y=0$ gives $E^2=E_c^2+w^2/l^2+2sw$. Adding the two solutions gives $E+w/l+sl=(E_c+sl)e^{y/l}$, so

$$\Delta L=l\ln\frac{E_m+(V_D-V_{Dsat})/l+sl}{E_c+sl}.$$

If $E_c+sl>0$, every drain potential above $V_{Dsat}$ can be reached. Otherwise the growing exponential is absent or has the wrong sign, and the potential cannot rise beyond a limited value. For $E_c+sl<0$ the formula still holds for a drain potential below that value; for $E_c+sl=0$ it is undefined.

With 2 percent more mobile charge, $sl=0.71$ MV/m. The peak field rises by about 1 percent, to 67.5 MV/m, while $\Delta L$ shrinks by about 4 percent, to 101 nm. The starting amplitude $E_c+sl$ has grown by 18 percent, and this enters the length through its logarithm. The peak field is set mainly by the potential still to be dropped, so it responds less.

## Second derivation: modes of the two-layer structure

The first derivation assumed how the field is distributed over the depth. The second finds this distribution from the potential $\psi(x,y)$ in the oxide and the semiconductor. The charge density must now be independent of $y$ at each depth, which is more than a constant sheet charge.

Let $\psi_0(x)$ be the one-dimensional potential with the same charge, the same gate potential and zero slope at $x=x_j$. Its vertical balance is (2), so its interface value is $V_{Dsat}$. The difference $u=\psi-\psi_0$ contains no charge, and $u(0,y)=w(y)$. In each layer

$$\frac{\partial^2u}{\partial x^2}+\frac{\partial^2u}{\partial y^2}=0 .$$

At the gate $u=0$. At $x=x_j$ we set $\partial u/\partial x=0$, which again means no additional flux through the bottom. At the interface $u$ and $\epsilon\,\partial u/\partial x$ are continuous.

Try $u=\varphi(x)g(y)$. Division by $\varphi g$ separates the equation into $\varphi''=-k^2\varphi$ and $g''=k^2g$. The constant $k^2$ is positive: multiplying the first equation by $\epsilon\varphi$ and integrating by parts over both layers gives $k^2\int\epsilon\varphi^2dx=\int\epsilon\varphi'^2dx$, since the boundary terms vanish. The right side could vanish only for constant $\varphi$, which the gate condition excludes.

For the lowest mode, scaled to $\varphi(0)=1$, the solutions obeying the outer conditions are

$$\varphi=\frac{\sin k(x+t_{ox})}{\sin kt_{ox}}\ \text{(oxide)},\qquad \varphi=\frac{\cos k(x_j-x)}{\cos kx_j}\ \text{(semiconductor)}.$$

Their slopes at the interface are $k\cot kt_{ox}$ and $k\tan kx_j$. Continuity of flux, $\epsilon_{ox}k\cot kt_{ox}=\epsilon_sk\tan kx_j$, gives

$$\tan(kx_j)\tan(kt_{ox})=\frac{\epsilon_{ox}}{\epsilon_s}\equiv r.\qquad(9)$$

As $k$ rises from zero until the larger of $kx_j$ and $kt_{ox}$ reaches $\pi/2$, the left side increases from zero without limit. There is one root in this interval, and it is the lowest. Call its growth length $\lambda=1/k$.

For this mode, $g''=g/\lambda^2$. With $w(0)=0$ and $w'(0)=E_c$,

$$w=\lambda E_c\sinh\frac y\lambda,\qquad E=E_c\cosh\frac y\lambda\quad\text{at the interface}.\qquad(10)$$

This has the form of (6). If $kx_j$ and $kt_{ox}$ are both small, each tangent may be replaced by its argument. Equation (9) becomes $k^2x_jt_{ox}=r$, and

$$\lambda\to\sqrt{\frac{\epsilon_s}{\epsilon_{ox}}t_{ox}x_j}=l.$$

Equation (10) then becomes (6), and (7) and (8) follow as before. The second derivation therefore gives the same result, as a leading-order limit.

### When the limit is reached

At leading order $(kx_j)^2=r\,x_j/t_{ox}$ and $(kt_{ox})^2=r\,t_{ox}/x_j$. Both are small when

$$r\ll\frac{x_j}{t_{ox}}\ll\frac1r .$$

A thin oxide alone does not justify the result; if the box is so deep that $x_j/t_{ox}$ is no longer small compared with $1/r$, the right-hand condition fails. For $r=1/3$ the window is barely open, and the example, with $x_j/t_{ox}=3$, lies at its edge.

The next term follows from $\tan z=z+z^3/3+\dots$. Equation (9) becomes

$$k^2x_jt_{ox}\left[1+\frac{k^2}{3}(x_j^2+t_{ox}^2)+\dots\right]=r.$$

Multiplying by $\lambda^2/r$ gives $\lambda^2=l^2[1+k^2(x_j^2+t_{ox}^2)/3+\dots]$. In the correction $l^2k^2$ may be set to one, so

$$\lambda^2=l^2+\frac{x_j^2+t_{ox}^2}{3}+\dots\qquad(11)$$

For the example this gives $\sqrt{900+1000/3}$ nm $=35.1$ nm. The root of (9) is 35.2 nm, which an independent diagonalization of the depth problem confirms. The growth length is 17 percent longer than $l$.

The sign of the difference is general within this two-layer model. For $0<z<\pi/2$, $\tan z>z$, because the derivative of $\tan z-z$ is $\tan^2z>0$. Hence (9) gives $r>k^2x_jt_{ox}$, or $\lambda>l$. Also $kx_j<\pi/2$, so $\lambda>2x_j/\pi$. While $l$ grows only as $\sqrt{x_j}$, $\lambda$ stays above a bound proportional to $x_j$, so $l$ must fall short for deep boxes. With $x_j=120$ nm and the same oxide, $l=60$ nm already lies below the bound of 76 nm, and the root is 95 nm.

## What each derivation assumes

Both derivations need saturated velocity, a drain current free of generation and diffusion, a bottom flux independent of $y$, and the match (2). In a real device with the example's parameters, three of these assumptions can fail:

- **No generation.** At such high fields, impact ionization creates additional carriers. With silicon coefficients, a local-field estimate over the example's profile gives of order 0.1 pair per electron. A local-field rule is rough over so short a distance, but the effect need not be small.
- **Constant velocity.** The field rises over a few tens of nanometres, which may be too short for the carriers to reach the energy that belongs to the local field. Their velocity can then exceed the saturated value. The mobile charge falls, and this opposes the growth of the field, as in (4).
- **Constant bottom flux.** In a bulk transistor with its substrate at the source potential, the band bending at the saturation point exceeds 1 V. The one-dimensional estimate $\sqrt{2\epsilon_sV/(qN_A)}$ with $V=1$ V already gives a depletion depth of 115 nm, far deeper than the 30 nm box. The flux through the bottom of the box then changes with $V$, and the growth length depends on what lies below $x_j$.

The numbers of the example therefore describe the closed box, and should not be read as predictions for a bulk transistor.

The two derivations differ in how they treat the depth. Integrating $\varphi''=-k^2\varphi$ from the interface to $x_j$, where the slope vanishes, gives $\varphi'(0^+)=k^2x_j\langle\varphi\rangle$, with $\langle\varphi\rangle$ the mean over the semiconductor depth. Continuity of flux then gives $\epsilon_sk^2x_j\langle\varphi\rangle=\epsilon_{ox}k\cot(kt_{ox})\,\varphi(0)$. Solving for $\lambda^2=1/k^2$,

$$\lambda^2=l^2\;\frac{\langle\varphi\rangle}{\varphi(0)}\;\frac{\tan kt_{ox}}{kt_{ox}}.\qquad(12)$$

The charge balance sets both factors to one. The first replaces the mean lateral field by the interface field; the second treats the oxide field as vertical and uniform across the oxide. In the example the factors are 1.34 and 1.03, and $\sqrt{1.34\times1.03}=1.17$ accounts for the longer growth length. Most of the discrepancy comes from the semiconductor: the excess potential is larger at depth than at the interface, where the gate holds it down. More lateral flux must therefore be supported than the interface field suggests.

The charge balance can follow a mobile charge that changes with $y$, as (4) shows, because it needs only the total in each slice. The mode calculation needs a fixed depth profile of charge. In the example this is an idealization near the drain: where $V$ rises far enough above $U_G=2.2$ V, the vertical field at the interface reverses and pushes the electrons away from it. In return for this restriction, the mode calculation shows how a drain wall alters the field. Let the wall stand at $y=\Lambda$, and let $u=0$ at $y=0$. The solution is then a sum over modes,

$$u=\sum_n c_n\varphi_n(x)\frac{\sinh k_ny}{\sinh k_n\Lambda},$$

where the $c_n$ are fixed by the potential on the wall. At a distance $d$ from the wall, and far from $y=0$, mode $n$ is reduced by about $e^{-k_nd}$. The second mode has a decay length of 9.1 nm, against 35.2 nm for the first, so it is lost much sooner away from the wall.

A two-dimensional solution with uniform $u$ on the semiconductor part of the drain wall, and a linear rise of $u$ from zero across the oxide, shows this change. The total potential on this wall still varies with depth, through $\psi_0$. In the interior its growth length agrees with the root of (9) to within the tested tolerance of 0.1 percent. This length is read from three potentials at the same depth, through $u(y+a)+u(y-a)=2u(y)\cosh(a/\lambda)$, which holds exactly for a single mode. Five nanometres before the wall, with $a=2$ nm, the same relation gives an apparent length of 15.6 nm at a depth of 0.5 nm below the interface, because higher modes still contribute there. This number depends strongly on depth: it is about 19 nm at a depth of 3 nm and about 54 nm at 15 nm.

This limits the use of (7) as a peak field. Replacing $l$ by $\lambda$ in (7) and (8) gives 56.9 MV/m, or 0.569 MV/cm, and 118 nm. Relative to the charge-balance values, the field is 15 percent lower and the region 12 percent longer. These are the values for a single mode continued up to the drain. They correct the interior growth length but leave out the higher modes, which are strongest where the field peaks. For the uniform wall described above, these modes raise the interface field above 56.9 MV/m within about 7 nm of the wall, so 56.9 MV/m should not be read as a better estimate of the peak. Nor is 118 nm a better estimate of the length: for that wall the lowest mode carries only about 1.48 V of the 2 V at the interface, and the distance from the point where $E=E_c$ to the wall is about 107 nm. That idealized wall has no finite peak at all: its prescribed $u$ has a finite slope in the oxide and zero slope in the semiconductor, so $\epsilon\,\partial u/\partial x$ jumps where the wall meets the interface, against the flux condition, and the field grows logarithmically towards this corner. A jump in slope alone does not cause this: the lowest mode has one, in the ratio of the permittivities, and its field stays finite. The field at a real drain also depends on the junction's shape and doping, which neither derivation contains. The numerical output lists the values for both descriptions.

## Numbers as computed

```
relative permittivity, semiconductor: 12.0
relative permittivity, oxide: 4.0
oxide thickness: 10.0 nm
box depth: 30.0 nm
field at saturation point: 4.00 MV/m
saturation potential: 1.00 V
drain potential: 3.00 V
effective gate potential: 2.20 V
acceptor density: 1.00e+23 m^-3
oxide capacitance: 3.5417 mF/m^2
body sheet charge: 0.4807 mC/m^2
mobile sheet charge: 3.7694 mC/m^2
pseudo-2D length l: 30.000 nm
drain field, formula: 66.7866 MV/m
drain field, integrated balance: 66.7866 MV/m
drain field, converted: 0.6679 MV/cm
saturated length, formula: 105.224 nm
saturated length, integrated balance: 105.224 nm
local growth length at y=l: 39.391 nm
local growth length at y=3l: 30.149 nm
E/Ec at y=2l, saturated velocity: 3.7622 (no unit)
E/Ec at y=2l, velocity prop. to E: 1.2952 (no unit)
excess mobile charge: 2.0 percent
offset s times l: 0.7095 MV/m
drain field with excess charge: 67.4911 MV/m
saturated length with excess charge: 100.641 nm
2D growth length, root: 35.2218 nm
2D growth length, depth diagonalization: 35.2219 nm
2D growth length, Laplace solution interior: 35.2237 nm
apparent length 5 nm before drain wall: 15.594 nm
second-mode decay length: 9.068 nm
2D length from first correction: 35.1188 nm
ratio 2D length to l: 1.1741 (no unit)
mean-to-surface mode ratio: 1.3412 (no unit)
oxide factor tan(k t)/(k t): 1.0278 (no unit)
one-mode drain field with 2D length: 56.9237 MV/m
one-mode saturated length with 2D length: 117.899 nm
deeper box depth: 120.0 nm
deeper box, l: 60.000 nm
deeper box, 2D growth length: 94.958 nm
deeper box, lower bound 2 x_j/pi: 76.394 nm
```
